**Growth rate and stability threshold of the symmetric Ohta-Kawasaki equation**

The program tests the growth rate σ(q) = q² − q⁴ − B of small waves about the uniform state, and the resulting threshold B = 1/4. Here q is the scaled wavenumber and B is the scaled strength of the long-range cost that comes from the bond between blocks. It asserts that growth rates obtained by differentiating the energy on a grid agree with the formula to within 0.01, and that the largest rate is positive at B = 0.24 and negative at B = 0.26. Time evolution of the full equation reproduces the rate 0.05 at B = 0.20, and a large wave decays at B = 0.30 within the derived bound. Explicit chain sums and a Rouse chain test the link between B, the product χN (interaction parameter times chain length) and the mobility. For rough diblock copolymer values with χN = 12, the output gives B = 0.148, a fastest wavelength of 14.7 nm and a growth time of 5.9 ms. It also shows the size of neglected effects: the full chain response moves the threshold from χN = 9.93 to 10.5, and a low estimate of the thermal waves already lowers the threshold in B to about 0.22.

## Numerical check

```python
# Result under test: the symmetric Ohta-Kawasaki equation
#     u_t = Lap(u^3 - u - Lap u) - B u      (u has zero mean)
# has small waves growing at sigma(q) = q^2 - q^4 - B, so that the uniform
# state u = 0 of an unbounded system is unstable only for B < 1/4.
# u: scaled composition difference, q: wavenumber, B: long-range strength.
# Polymer link: N segments per chain, chi: segment interaction parameter,
# Rg: radius of gyration, x = (q Rg)^2, h(x): ideal-chain response / N,
# D: chain diffusion constant. Lengths in nm, times in s.
import os
for name in ("OPENBLAS_NUM_THREADS", "OMP_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[name] = "1"   # one core: set before numpy is loaded
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize_scalar, brentq


def sigma(q, B):
    return q**2 - q**4 - B


# ---------- growth rates from the energy itself, on a real-space grid -------
def jacobian_from_energy(B, box, n):
    """Linear operator Lap * (second derivative of energy) at u = 0."""
    dx = box / n
    pos = np.arange(n) * dx
    dist = np.abs(pos[:, None] - pos[None, :])
    green = box / 12 - dist / 2 + dist**2 / (2 * box)  # periodic, zero mean

    def energy(u):
        slope = (np.roll(u, -1, axis=-1) - u) / dx
        square = u * u
        local = dx * np.sum(slope * slope / 2 - square / 2
                            + square * square / 4, axis=-1)
        return local + B / 2 * dx**2 * np.sum((u @ green) * u, axis=-1)

    eps = 1e-3
    unit = eps * np.eye(n)
    hess = np.array([(energy(unit + unit[i]) - energy(unit - unit[i]))
                     / (2 * eps**2) for i in range(n)])
    eye = np.eye(n)
    lap = (np.roll(eye, 1, axis=0) + np.roll(eye, -1, axis=0) - 2 * eye) / dx**2
    return lap @ hess / dx, pos


def largest_rate(B, box, n):
    jac, _ = jacobian_from_energy(B, box, n)
    shifted = (jac + jac.T) / 2 - 10 * np.ones((n, n)) / n  # remove mean mode
    return np.linalg.eigvalsh(shifted)[-1]


box4 = 4 * 2 * np.pi * np.sqrt(2)   # four wavelengths of q^2 = 1/2
jac, pos = jacobian_from_energy(0.2, box4, 160)
worst = 0.0
for m in range(1, 7):
    q = 2 * np.pi * m / box4
    wave = np.cos(q * pos)
    measured = wave @ jac @ wave / (wave @ wave)
    worst = max(worst, abs(measured - sigma(q, 0.2)))
assert worst < 0.01   # second-order grid error (q dx)^2/12
rate_below = largest_rate(0.24, box4, 80)
rate_above = largest_rate(0.26, box4, 80)
assert abs(rate_below - 0.01) < 1e-3 and abs(rate_above + 0.01) < 1e-3


# ---------- full nonlinear evolution ----------------------------------------
n_grid = 32
box3 = 3 * 2 * np.pi * np.sqrt(2)
grid = np.arange(n_grid) * box3 / n_grid
wavenum = 2 * np.pi * np.fft.fftfreq(n_grid, box3 / n_grid)
laplacian = np.fft.ifft(-wavenum[:, None]**2
                        * np.fft.fft(np.eye(n_grid), axis=0), axis=0).real


def time_derivative(u, B):
    return laplacian @ (u * u * u - u - laplacian @ u) - B * u


def evolve(u0, B, t_end, dt=0.008):
    """Fixed-step Runge-Kutta; dt is inside the stability limit here."""
    u = u0.copy()
    for _ in range(round(t_end / dt)):
        k1 = time_derivative(u, B)
        k2 = time_derivative(u + dt / 2 * k1, B)
        k3 = time_derivative(u + dt / 2 * k2, B)
        k4 = time_derivative(u + dt * k3, B)
        u = u + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    assert np.all(np.isfinite(u))
    return u


def rms(u):
    return np.sqrt(np.mean(u**2))


seed = np.cos(grid / np.sqrt(2))
small = 1e-5 * seed
pde_rate = np.log(rms(evolve(small, 0.2, 20.0)) / rms(small)) / 20
assert abs(pde_rate - sigma(np.sqrt(0.5), 0.2)) < 1e-4
large = seed + 0.5 * np.sin(2 * np.pi * grid / box3)
large_end = evolve(large, 0.30, 40.0)
assert rms(large_end) <= np.exp((0.25 - 0.30) * 40) * rms(large)
pattern_rms = rms(evolve(0.05 * seed, 0.2, 200.0))
assert pattern_rms > 0.2

# balance of the mean square, for a random band-limited field (no aliasing)
rng = np.random.default_rng(3)
field = sum(rng.normal() * np.cos(2 * np.pi * m * grid / box3)
            + rng.normal() * np.sin(2 * np.pi * m * grid / box3)
            for m in range(1, 6))
fk = np.fft.fft(field) / n_grid
slope = np.fft.ifft(1j * wavenum * fk * n_grid).real
balance = (-3 * np.mean(field**2 * slope**2)
           + np.sum(sigma(wavenum, 0.25) * np.abs(fk)**2))
direct = np.mean(field * time_derivative(field, 0.25))
assert abs(direct - balance) < 1e-9 * abs(direct) and direct < 0


# ---------- polymer meaning of B --------------------------------------------
def h(x):
    return (2 * x - 6 + 8 * np.exp(-x / 2) - 2 * np.exp(-x)) / x**2


# explicit chain sums with the incompressibility constraint imposed
beads = 400
idx = np.arange(beads)
for x_test in (1.0, 4.5, 12.0):
    corr = np.exp(-x_test * np.abs(idx[:, None] - idx) / beads) / beads**2
    half = beads // 2
    s_aa, s_bb = corr[:half, :half].sum(), corr[half:, half:].sum()
    s_ab = corr[:half, half:].sum()
    constrained = 4 * (s_aa * s_bb - s_ab**2) / (s_aa + s_bb + 2 * s_ab)
    assert abs(constrained / h(x_test) - 1) < 1e-3
assert abs(0.01 / h(0.01) - 6) < 0.03
assert abs(1 / h(1000.0) - 500 - 1.5) < 0.01

full = minimize_scalar(lambda x: 2 / h(x), bounds=(1, 10), method="bounded")
joined = minimize_scalar(lambda x: x + 3 + 12 / x, bounds=(1, 10),
                         method="bounded")
chiN_threshold = 3 + np.sqrt(48)
assert abs(12 / (joined.fun - 3)**2 - 0.25) < 1e-6
assert abs(joined.fun - chiN_threshold) < 1e-6

# ---------- worked example: rough values ------------------------------------
N, chi, seg_len, seg_vol, D = 300, 0.04, 0.7, 0.15, 1000.0
chiN = chi * N
Rg = seg_len * np.sqrt(N / 6)
a, kappa, alpha = (chiN - 3) / 2, Rg**2 / 2, 6 / Rg**2
B = alpha * kappa / a**2
assert abs(B - 12 / (chiN - 3)**2) < 1e-12
ell, tau = np.sqrt(kappa / a), kappa / (D * a**2)
lam_fast = 2 * np.pi * np.sqrt(2) * ell
rate = (0.25 - B) / tau
width = np.sqrt(0.25 - B)
q_low, q_high = np.sqrt(0.5 - width), np.sqrt(0.5 + width)
lam_long, lam_short = 2 * np.pi * ell / q_low, 2 * np.pi * ell / q_high


def joined_rate(k):   # unscaled growth rate, k in 1/nm
    return D * k**2 * (a - kappa * k**2 - alpha / k**2)


def full_rate(k):     # same mobility, full chain response
    return D * k**2 * (chiN / 2 - 1 / h((k * Rg)**2))


best = minimize_scalar(lambda k: -joined_rate(k), bounds=(0.1, 1.0),
                       method="bounded", options={"xatol": 1e-9})
assert abs(-best.fun / rate - 1) < 1e-6
assert abs(2 * np.pi / best.x / lam_fast - 1) < 1e-4
best_full = minimize_scalar(lambda k: -full_rate(k), bounds=(0.1, 1.0),
                            method="bounded", options={"xatol": 1e-9})
k_low = brentq(joined_rate, 0.05, best.x)
k_high = brentq(joined_rate, best.x, 2.0)
assert abs(2 * np.pi / k_low / lam_long - 1) < 1e-6
assert abs(2 * np.pi / k_high / lam_short - 1) < 1e-6

# a periodic box too short for the band keeps u = 0 stable although B < 1/4
short_box = 2 * np.pi
short_rate = largest_rate(B, short_box, 40)
assert B < 0.25 and abs(short_rate - sigma(1.0, B)) < 0.01 and short_rate < 0

# Rouse chain: initial decay rate of the composition wave, and its memory
n_r = 100
rouse = 2 * np.eye(n_r) - np.eye(n_r, k=1) - np.eye(n_r, k=-1)
rouse[0, 0] = rouse[-1, -1] = 1
w, V = np.linalg.eigh(rouse)
w, V = w[1:], V[:, 1:]
sign = np.where(np.arange(n_r) < n_r // 2, 1.0, -1.0)
x_fast = (2 * np.pi / lam_fast * Rg)**2
wave_sq = 2 * x_fast / n_r
var0 = np.diag((V / w) @ V.T)


def scattering(t):
    cov = (V * (np.exp(-w * t) / w)) @ V.T
    msd = var0[:, None] + var0[None, :] - 2 * cov + 2 * t / n_r
    return sign @ np.exp(-wave_sq * msd / 2) @ sign / n_r


s_start = scattering(0.0)
initial = (s_start - scattering(1e-4)) / (1e-4 * s_start)
predicted = (1 / n_r) * wave_sq / h(x_fast)   # D q^2 / h with D = 1/n_r
assert abs(initial / predicted - 1) < 5e-3
t_e = brentq(lambda t: scattering(t) / s_start - np.exp(-1), 0, 1e5)
memory_ratio = 1 / (t_e * initial)

# thermal composition waves in the growing band before the quench (chi = 0)
mean_sq = quad(lambda k: k**2 / (2 * np.pi**2) * seg_vol * N * h((k * Rg)**2),
               k_low, k_high)[0]
z, wt = np.polynomial.hermite_e.hermegauss(8)
wt = wt / wt.sum()
shift = 1e-4
cubic = wt @ ((shift + np.sqrt(mean_sq) * z)**3) / shift
assert abs(cubic - 3 * mean_sq) < 1e-6
B_threshold_noise = (1 - 3 * mean_sq)**2 / 4
top = minimize_scalar(lambda q: -((1 - cubic) * q**2 - q**4),
                      bounds=(0.1, 1.5), method="bounded")
assert abs(-top.fun - B_threshold_noise) < 1e-6
efolds = np.log(1 / np.sqrt(mean_sq))

# ---------- printed numbers -------------------------------------------------
print("TESTS OF THE LINEAR LAW (dimensionless)")
print(f"largest error of sigma, grid, B=0.2: {worst:.4f}")
print(f"largest growth rate at B=0.24: {rate_below:.4f}")
print(f"largest growth rate at B=0.26: {rate_above:.4f}")
print(f"nonlinear run, small wave, B=0.2, rate: {pde_rate:.5f}")
print(f"large wave, B=0.30, rms at t=0: {rms(large):.3f}")
print(f"large wave, B=0.30, rms at t=40: {rms(large_end):.4f}")
print(f"lasting pattern, B=0.2, rms at t=200: {pattern_rms:.3f}")
print("EXAMPLE INPUTS (rough)")
print(f"segments per chain N: {N}")
print(f"interaction parameter chi: {chi}")
print(f"segment length: {seg_len} nm")
print(f"segment volume: {seg_vol} nm^3")
print(f"chain diffusion constant D: {D:.0f} nm^2/s")
print("EXAMPLE RESULTS")
print(f"chi N: {chiN:.2f}")
print(f"radius of gyration Rg: {Rg:.3f} nm")
print(f"coefficient a: {a:.3f}")
print(f"coefficient kappa: {kappa:.3f} nm^2")
print(f"coefficient alpha: {alpha:.4f} nm^-2")
print(f"B: {B:.4f}")
print(f"length unit: {ell:.3f} nm")
print(f"time unit: {tau * 1e3:.4f} ms")
print(f"largest scaled growth rate: {0.25 - B:.4f}")
print(f"growing band, scaled q: {q_low:.3f} to {q_high:.3f}")
print(f"fastest wavelength: {lam_fast:.2f} nm")
print(f"growing wavelengths: {lam_short:.2f} to {lam_long:.2f} nm")
print(f"largest growth rate: {rate:.1f} 1/s")
print(f"growth time: {1e3 / rate:.2f} ms")
print(f"short periodic box length: {short_box * ell:.2f} nm")
print(f"short box, largest scaled rate: {short_rate:.3f}")
print("WHAT THE MODEL NEGLECTS")
print(f"chi N at threshold, joined form: {chiN_threshold:.3f}")
print(f"chi N at threshold, full response: {full.fun:.3f}")
print(f"largest rate, full response: {-best_full.fun:.1f} 1/s")
print(f"fastest wavelength, full: {2 * np.pi / best_full.x:.2f} nm")
print(f"Rouse mean rate to 1/e over initial rate: {memory_ratio:.3f}")
print(f"B if chi is 10% lower: {12 / (0.9 * chiN - 3)**2:.4f}")
print(f"B if chi is 10% higher: {12 / (1.1 * chiN - 3)**2:.4f}")
print(f"thermal mean square s in band: {mean_sq:.4f}")
print(f"thermal rms in band: {np.sqrt(mean_sq):.3f}")
print(f"e-folds from thermal rms to 1: {efolds:.2f}")
print(f"time for these e-folds: {1e3 * efolds / rate:.1f} ms")
print(f"threshold B with thermal waves: {B_threshold_noise:.4f}")
print("done: every assertion held")
```

Running it gives:

```
TESTS OF THE LINEAR LAW (dimensionless)
largest error of sigma, grid, B=0.2: 0.0065
largest growth rate at B=0.24: 0.0100
largest growth rate at B=0.26: -0.0100
nonlinear run, small wave, B=0.2, rate: 0.05000
large wave, B=0.30, rms at t=0: 0.791
large wave, B=0.30, rms at t=40: 0.0308
lasting pattern, B=0.2, rms at t=200: 0.259
EXAMPLE INPUTS (rough)
segments per chain N: 300
interaction parameter chi: 0.04
segment length: 0.7 nm
segment volume: 0.15 nm^3
chain diffusion constant D: 1000 nm^2/s
EXAMPLE RESULTS
chi N: 12.00
radius of gyration Rg: 4.950 nm
coefficient a: 4.500
coefficient kappa: 12.250 nm^2
coefficient alpha: 0.2449 nm^-2
B: 0.1481
length unit: 1.650 nm
time unit: 0.6049 ms
largest scaled growth rate: 0.1019
growing band, scaled q: 0.425 to 0.905
fastest wavelength: 14.66 nm
growing wavelengths: 11.45 to 24.38 nm
largest growth rate: 168.4 1/s
growth time: 5.94 ms
short periodic box length: 10.37 nm
short box, largest scaled rate: -0.146
WHAT THE MODEL NEGLECTS
chi N at threshold, joined form: 9.928
chi N at threshold, full response: 10.495
largest rate, full response: 128.8 1/s
fastest wavelength, full: 14.51 nm
Rouse mean rate to 1/e over initial rate: 0.518
B if chi is 10% lower: 0.1972
B if chi is 10% higher: 0.1153
thermal mean square s in band: 0.0202
thermal rms in band: 0.142
e-folds from thermal rms to 1: 1.95
time for these e-folds: 11.6 ms
threshold B with thermal waves: 0.2206
done: every assertion held
```
